# Why Kelvin Resistance Times Area Overestimates Silicide Contact Resistivity: a program that tests the result

```python
"""Cross-bridge Kelvin resistor: Rk*A is not the contact resistivity rho_c.
Result under test: Rk = rho_c/A + (V_tap - <V>)/I, where <V> is the mean layer
potential under the window. The excess comes from lateral current in the
diffusion overlap. For rho_c -> 0, Rk tends to Rs*F0, and for small overlap
F0 -> c*(delta/W)^2 with c = Gamma(1/4)^4/(16 pi^2).
Symbols: Rs sheet resistance, L window side, A = L^2, delta overlap,
W = L + 2 delta arm width, LT = sqrt(rho_c/Rs).
Internal units: ohm, micrometre, unit current; 1 ohm cm2 = 1e8 ohm um2.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, cumulative_trapezoid
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu
from scipy.special import gamma

RS = 100.0            # ohm per square
L = 1.0               # um
AREA = L * L          # um2
DELTA = 0.5           # um
W = L + 2 * DELTA     # um
RHO = 5e-8 * 1e8      # ohm um2
DEPTH = 0.1           # um, junction depth
CURRENT = 1e-4        # A
TO_CM2 = 1e-8         # ohm um2 -> ohm cm2


def device(n_win, n_ov, rho, rs=RS, rs_win=None, shift=0):
    """Finite-volume solution for unit current.
    n_win, n_ov: cells across window and overlap; shift: cells toward tap.
    Returns Kelvin resistance, strip part, row mean at upper window edge,
    share of inflow above that edge, slope term A^2 cov/rho^2,
    largest window potential, mean potential at the body entrance,
    and mean window potential."""
    rs_win = rs if rs_win is None else rs_win
    h = L / n_win
    n = n_win + 2 * n_ov
    arm = 3 * n // 2
    size = arm + n
    ix, iy = np.meshgrid(np.arange(size), np.arange(size), indexing="ij")
    inside = ~((ix < arm) & (iy >= n))
    low, top = n_ov + shift, n_ov + shift + n_win
    window = ((ix >= arm + n_ov) & (ix < arm + n_ov + n_win)
              & (iy >= low) & (iy < top))
    sheet = np.where(window, rs_win, rs)
    number = -np.ones((size, size), dtype=int)
    count = int(inside.sum())
    number[inside] = np.arange(count)
    diagonal = np.zeros(count)
    diagonal[number[window]] += h * h / rho
    rows, cols, vals = [], [], []
    first = (slice(None, -1), slice(None)), (slice(None), slice(None, -1))
    second = (slice(1, None), slice(None)), (slice(None), slice(1, None))
    for s1, s2 in zip(first, second):
        both = inside[s1] & inside[s2]
        p, q = number[s1][both], number[s2][both]
        g = 2.0 / (sheet[s1][both] + sheet[s2][both])
        diagonal += np.bincount(p, g, count) + np.bincount(q, g, count)
        rows += [p, q]
        cols += [q, p]
        vals += [-g, -g]
    rows.append(np.arange(count))
    cols.append(np.arange(count))
    vals.append(diagonal)
    matrix = coo_matrix((np.concatenate(vals),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(count, count)).tocsc()
    source = np.zeros((count, 2))
    source[number[0, :n], 0] = 1.0 / n
    source[number[arm:, -1], 1] = 1.0 / n
    factor = splu(matrix, permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                  options=dict(SymmetricMode=True))
    solution = factor.solve(source)
    v_arm = np.zeros((size, size))
    v_arm[inside] = solution[:, 0]
    v_tap_all = solution[:, 1]
    kelvin = v_arm[arm:, -1].mean()
    inflow = (v_arm[arm - 1, :n] - v_arm[arm, :n]) / rs
    height = (np.arange(n) + 0.5 - top) * h
    strip = rs / (n * h) * np.sum(height[top:] * inflow[top:])
    row_mean = 0.5 * (v_arm[arm:, top - 1].mean() + v_arm[arm:, top].mean())
    va = v_arm[window]
    vt = v_tap_all[number[window]]
    cov = np.mean(va * vt) - va.mean() * vt.mean()
    entrance = 0.5 * (v_arm[arm - 1, :n] + v_arm[arm, :n]).mean()
    return np.array([kelvin, strip, row_mean, inflow[top:].sum(),
                     AREA**2 * cov / rho**2, va.max(), entrance, va.mean()])


def refined(n_win, n_ov, rho, **kw):
    """Grid extrapolation; 270-degree corners give an error ~ h^(4/3)."""
    coarse = device(n_win, n_ov, rho, **kw)
    fine = device(2 * n_win, 2 * n_ov, rho, **kw)
    return fine + (fine - coarse) / (2 ** (4 / 3) - 1)


# Main example, with a second pair of grids as convergence test
main = refined(30, 15, RHO)
other = refined(20, 10, RHO)
rk, strip, row_mean, share, slope, v_win, v_in, v_mean = main
assert abs(other[0] / rk - 1) < 0.005
assert abs(v_mean / (RHO / AREA) - 1) < 1e-6
assert abs((strip + row_mean) / rk - 1) < 0.005
excess = rk - RHO / AREA
assert excess > 0

# Slope law against a finite difference in rho_c on one grid
base = device(30, 15, RHO)
up, down = device(30, 15, 1.02 * RHO), device(30, 15, 0.98 * RHO)
slope_fd = (up[0] - down[0]) * AREA / (0.04 * RHO)
assert abs(slope_fd / (1 + base[4]) - 1) < 1e-3

# Perfect contact: window made an equipotential at zero
perfect = dict(rho=1e-8, rs_win=1e-6 * RS)
floor = refined(30, 15, **perfect)[0]
floor_thin = refined(48, 6, **perfect)[0]
S = quad(lambda a: np.sqrt(np.sin(a)), 0, np.pi / 2)[0]
c_corner = np.pi / (2 * S**2)
c_gamma = gamma(0.25)**4 / (16 * np.pi**2)
assert abs(c_corner / c_gamma - 1) < 1e-7
c_wide = floor / RS / 0.25**2
c_thin = floor_thin / RS / 0.1**2
# remaining difference: finite overlap (relative order (delta/W)^2) and grid
assert abs(c_thin / c_gamma - 1) < 0.025
assert abs(c_thin - c_gamma) < abs(c_wide - c_gamma)
assert RHO / AREA < floor < rk

# Sweep of the true contact resistivity
sweep = []
for rho_cm in (1e-8, 5e-8, 1e-7, 1e-6):
    rho = rho_cm / TO_CM2
    r = main if abs(rho / RHO - 1) < 1e-9 else refined(30, 15, rho)
    assert r[0] > floor and r[0] > rho / AREA and r[4] > 0
    sweep.append((rho_cm, r[0], r[0] * AREA / rho))
assert all(a[2] > b[2] for a, b in zip(sweep, sweep[1:]))

# Sweep of the overlap at fixed window and contact resistivity
overlaps = []
for n_ov in (0, 3, 6, 15):
    r = main if n_ov == 15 else refined(30, n_ov, RHO)
    overlaps.append((n_ov / 30 * L, r[0] - RHO / AREA))
assert all(a[1] < b[1] for a, b in zip(overlaps, overlaps[1:]))

# Neglected effects, sized on the coarse grid or by direct estimate
eaten = 0.03                                   # um of silicon consumed
r_eaten = device(30, 15, RHO, rs_win=RS / (1 - eaten / DEPTH))[0]
r_near = device(30, 15, RHO, shift=3)[0]
r_far = device(30, 15, RHO, shift=-3)[0]
r_warm = device(30, 15, RHO, rs=1.1 * RS)[0]
# Depth: vertical current rises linearly from the junction to the surface
z = np.linspace(0, DEPTH, 2001)
fall = cumulative_trapezoid(RS * DEPTH * z / DEPTH, z, initial=0)
depth_rho = np.trapezoid(fall[-1] - fall, z) / DEPTH if hasattr(
    np, "trapezoid") else np.trapz(fall[-1] - fall, z) / DEPTH
assert abs(depth_rho / (RS * DEPTH**2 / 3) - 1) < 1e-4
temperature = 300.0
kt = sc.k * temperature / sc.e
mobility = 80e-4                               # m2/Vs, rough
density = 1 / (sc.e * mobility * RS * DEPTH * 1e-6)
n_band = 2 * (2 * np.pi * 1.08 * sc.m_e * sc.k * temperature / sc.h**2)**1.5
e00 = sc.hbar / 2 * np.sqrt(density / (0.3 * sc.m_e * 11.7 * sc.epsilon_0))
power = CURRENT**2 * v_in
heating = power / (4 * 100.0 * W / 2 * 1e-6)   # disc on silicon, 100 W/mK
metal = 0.05                                   # ohm per square, rough

print(f"sheet resistance Rs = {RS:.0f} ohm/sq")
print(f"true contact resistivity = {RHO*TO_CM2:.1e} ohm cm2")
print(f"window side L = {L:.2f} um, overlap = {DELTA:.2f} um, W = {W:.2f} um")
print(f"transfer length LT = {np.sqrt(RHO/RS):.4f} um")
print(f"true rho_c/A = {RHO/AREA:.3f} ohm")
print(f"mean window potential / I = {v_mean:.3f} ohm")
print(f"Kelvin resistance Rk = {rk:.2f} ohm")
print(f"Rk from other grids = {other[0]:.2f} ohm")
print(f"excess Rk - rho_c/A = {excess:.2f} ohm")
print(f"apparent resistivity Rk*A = {rk*AREA*TO_CM2:.2e} ohm cm2")
print(f"apparent / true = {rk*AREA/RHO:.2f}")
print(f"strip part (V_tap - M(y2))/I = {strip:.2f} ohm")
print(f"row mean M(y2)/I = {row_mean:.2f} ohm")
print(f"(M(y2) - <V>)/I = {row_mean-v_mean:.2f} ohm")
print(f"share of current entering above window edge = {share:.3f}")
print(f"uniform inflow would give share = {DELTA/W:.3f}")
print(f"slope d(Rk*A)/d(rho_c), covariance law = {1+base[4]:.4f}")
print(f"slope d(Rk*A)/d(rho_c), difference = {slope_fd:.4f}")
print(f"floor of Rk for perfect contact = {floor:.2f} ohm")
print(f"floor of Rk*A = {floor*AREA*TO_CM2:.2e} ohm cm2")
print(f"corner integral S = {S:.5f}")
print(f"corner constant c = {c_gamma:.4f}")
print(f"solver F0*(W/delta)^2 at delta/W=0.10: {c_thin:.3f}")
print(f"solver F0*(W/delta)^2 at delta/W=0.25: {c_wide:.3f}")
print(f"floor from small-overlap law = {RS*c_gamma*(DELTA/W)**2:.2f} ohm")
for rho_cm, value, ratio in sweep:
    print(f"true {rho_cm:.0e} ohm cm2: Rk {value:.2f} ohm, ratio {ratio:.2f}")
for ov, ex in overlaps:
    print(f"overlap {ov:.2f} um: excess {ex:.2f} ohm")
print("neglected effects (Rk on one coarse grid for comparison):")
print(f"reference Rk on this grid = {base[0]:.2f} ohm")
print(f"{eaten*1e3:.0f} nm of silicon consumed: Rk = {r_eaten:.2f} ohm")
print(f"window 0.1 um nearer tap: Rk = {r_near:.2f} ohm")
print(f"window 0.1 um farther from tap: Rk = {r_far:.2f} ohm")
print(f"Rs up 10 percent (about 100 K warmer): Rk = {r_warm:.2f} ohm")
print(f"junction depth = {DEPTH*1e3:.0f} nm")
print(f"layer depth adds to rho_c: {depth_rho*TO_CM2:.1e} ohm cm2")
print(f"one square of metal = {metal:.2f} ohm")
print(f"test current = {CURRENT*1e3:.2f} mA")
print(f"largest contact voltage = {v_win*CURRENT*1e3:.2f} mV")
print(f"thermal voltage at 300 K = {kt*1e3:.1f} mV")
print(f"self-heating = {heating:.1e} K")
print(f"carrier density = {density*1e-6:.1e} cm-3")
print(f"density / band density of states = {density/n_band:.1f}")
print(f"tunnelling energy E00 = {e00*1e3:.0f} meV")
print("done: every assertion held")
```

Output:

```
sheet resistance Rs = 100 ohm/sq
true contact resistivity = 5.0e-08 ohm cm2
window side L = 1.00 um, overlap = 0.50 um, W = 2.00 um
transfer length LT = 0.2236 um
true rho_c/A = 5.000 ohm
mean window potential / I = 5.000 ohm
Kelvin resistance Rk = 16.04 ohm
Rk from other grids = 16.03 ohm
excess Rk - rho_c/A = 11.04 ohm
apparent resistivity Rk*A = 1.60e-07 ohm cm2
apparent / true = 3.21
strip part (V_tap - M(y2))/I = 3.63 ohm
row mean M(y2)/I = 12.41 ohm
(M(y2) - <V>)/I = 7.41 ohm
share of current entering above window edge = 0.268
uniform inflow would give share = 0.250
slope d(Rk*A)/d(rho_c), covariance law = 1.1505
slope d(Rk*A)/d(rho_c), difference = 1.1506
floor of Rk for perfect contact = 7.31 ohm
floor of Rk*A = 7.31e-08 ohm cm2
corner integral S = 1.19814
corner constant c = 1.0942
solver F0*(W/delta)^2 at delta/W=0.10: 1.105
solver F0*(W/delta)^2 at delta/W=0.25: 1.170
floor from small-overlap law = 6.84 ohm
true 1e-08 ohm cm2: Rk 10.65 ohm, ratio 10.65
true 5e-08 ohm cm2: Rk 16.04 ohm, ratio 3.21
true 1e-07 ohm cm2: Rk 21.50 ohm, ratio 2.15
true 1e-06 ohm cm2: Rk 112.15 ohm, ratio 1.12
overlap 0.00 um: excess 0.27 ohm
overlap 0.10 um: excess 2.84 ohm
overlap 0.20 um: excess 5.23 ohm
overlap 0.50 um: excess 11.04 ohm
neglected effects (Rk on one coarse grid for comparison):
reference Rk on this grid = 16.03 ohm
30 nm of silicon consumed: Rk = 17.06 ohm
window 0.1 um nearer tap: Rk = 14.25 ohm
window 0.1 um farther from tap: Rk = 17.99 ohm
Rs up 10 percent (about 100 K warmer): Rk = 17.06 ohm
junction depth = 100 nm
layer depth adds to rho_c: 3.3e-09 ohm cm2
one square of metal = 0.05 ohm
test current = 0.10 mA
largest contact voltage = 1.78 mV
thermal voltage at 300 K = 25.9 mV
self-heating = 1.0e-03 K
carrier density = 7.8e+19 cm-3
density / band density of states = 2.8
tunnelling energy E00 = 88 meV
done: every assertion held
```
